# Madelung correction to the PBE0 gap in a Gamma-only cubic cell

**Setting.** A closed-shell system is treated with PBE0 in a periodic cubic cell of side $L$ and volume $\Omega=L^3$, sampled at Gamma only. The orbitals $\varphi_p$ are real and orthonormal over the cell, and each is either fully occupied in both spins or empty. Formulas are in Hartree atomic units. The Fock operator is

$$F=h+J+v_{\rm sl}-aK,\qquad a=\tfrac14 ,$$

where $h$ holds the kinetic energy and the potential of the ions, $J$ is the Hartree potential and $v_{\rm sl}$ the semilocal exchange-correlation potential. The exchange matrix for one spin is

$$K_{pq}=\sum_{j}^{\rm occ}\iint \varphi_p(\mathbf r)\varphi_j(\mathbf r)\,v(\mathbf r-\mathbf r')\,\varphi_j(\mathbf r')\varphi_q(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

The calculation uses the Coulomb kernel without its zero-wavevector term,

$$v_0(\mathbf r)=\frac1\Omega\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

## Part (a)

**Question.** Which matrix elements of $K$ change when a constant $\xi$ is added to the kernel?

**Answer.** A constant kernel separates the double integral into a product:

$$\Delta K_{pq}=\xi\sum_j^{\rm occ}\left(\int\varphi_p\varphi_j\,d\mathbf r\right)\left(\int\varphi_j\varphi_q\,d\mathbf r'\right)=\xi\sum_j^{\rm occ}\delta_{pj}\delta_{jq}.$$

This equals $\xi$ if $p=q$ is occupied and zero otherwise, so $\Delta K=\xi P$, with $P$ the projector on the occupied orbitals. The pair density $\varphi_j\varphi_p$ carries net charge only when $j=p$. An empty orbital is never equal to an occupied $j$, so its pair densities are neutral and do not feel a constant.

## Part (b)

**Question.** An isolated pair of charges interacts through $1/r$. Find the constant by which $v_0$ differs from $1/r$ near the origin, and the next term for a cubic cell.

**Answer.** Choose any $\eta>0$ and split each Fourier coefficient:

$$\frac{4\pi}{G^2}=\frac{4\pi}{G^2}e^{-G^2/4\eta^2}+\frac{4\pi}{G^2}\left(1-e^{-G^2/4\eta^2}\right).$$

The second piece is the Fourier transform of $\operatorname{erfc}(\eta r)/r$, and tends to $\pi/\eta^2$ as $G\to0$. Poisson summation over all $\mathbf G$ turns it into a sum over lattice vectors $\mathbf R$. Since $v_0$ has no $\mathbf G=0$ term, $\pi/(\Omega\eta^2)$ must be subtracted:

$$v_0(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\Omega\eta^2}.$$

Now subtract $1/r$ and let $r\to0$. The $\mathbf R=0$ term gives $[\operatorname{erfc}(\eta r)-1]/r=-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Calling the limit $-\xi$,

$$-\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}+\frac1\Omega\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}-\frac{\pi}{\Omega\eta^2}-\frac{2\eta}{\sqrt\pi}.$$

Lengths scale with $L$, so put $\mathbf R=L\mathbf n$, $\mathbf G=2\pi\mathbf m/L$ and $\eta=s/L$. Every term is then $1/L$ times a pure number, and $\xi=\alpha/L$. Numerical summation gives $\alpha=2.837297$. A direct sum over neutral cubes, each a point charge with its own uniform background, gives 2.837301 when taken to 40 cells on either side of the origin, after the mean potential is removed.

For the next term, $v_0$ obeys $\nabla^2v_0=-4\pi[\delta(\mathbf r)-1/\Omega]$ inside the cell, the background being the mark of the missing $\mathbf G=0$ term. Hence $v_0-1/r$ is smooth there and has Laplacian $4\pi/\Omega$. Inversion symmetry removes odd powers, and cubic symmetry makes the quadratic term isotropic, $cr^2$. From $\nabla^2(cr^2)=6c=4\pi/\Omega$,

$$v_0(\mathbf r)=\frac1r-\xi+\frac{2\pi}{3\Omega}r^2+O(r^4/L^5).$$

The kernel is too weak by $\xi$ at short range. The Madelung correction replaces $v_0$ by $v_0+\xi$.

## Part (c)

**Question.** Show that at fixed orbitals the correction widens the gap by about 0.97 eV for $L=20$ bohr. When does this value not apply?

**Answer.** By part (a), $\Delta F=-a\,\Delta K=-a\xi P$. Therefore

$$\Delta\varepsilon_{\rm occ}=-a\xi,\qquad \Delta\varepsilon_{\rm empty}=0,\qquad \Delta E_{\rm gap}=0-(-a\xi)=\frac{a\alpha}{L}.$$

For this cell $\xi=2.837297/20$ hartree $=3.8603$ eV, so

$$\Delta E_{\rm gap}=0.25\times3.8603\ \text{eV}=0.9651\ \text{eV}\approx0.97\ \text{eV}.$$

No property of the material enters, but the following conditions do.

- **Cell and sampling.** The number $\alpha$ belongs to a cubic cell. The Bloch functions of an $n\times n\times n$ mesh containing Gamma are Gamma functions of a supercell of side $nL$, so the widening becomes $a\alpha/(nL)$. It vanishes as $1/L$ for a large cell, and with $a$ for a semilocal functional.
- **Occupations.** With fractional occupation $f_p$, the sum in part (a) acquires a factor $f_j$ and the level shift becomes $-a\xi f_p$. A partly filled level is then not shifted like a full one.
- **Kernel.** A screened hybrid with kernel $\operatorname{erfc}(\omega r)/r$ has the finite coefficient $\pi/\omega^2$ at $G=0$, by the limit used in part (b). With that term kept, the periodic images add little once $L$ is at least a few times $1/\omega$, and the constant derived here does not apply.

## Part (d)

**Question.** Does the widening survive when the orbitals are allowed to relax?

**Answer.** The exchange energy is $-\frac a2\sum_\sigma\operatorname{Tr}(P_\sigma K_\sigma)$, with $\sigma$ the spin. The correction changes it by

$$\Delta E=-\frac{a\xi}{2}\sum_\sigma\operatorname{Tr}(P_\sigma^2)=-\frac{a\xi}{2}\sum_\sigma\operatorname{Tr}P_\sigma=-\frac{a\xi}{2}N,$$

because a projector satisfies $P_\sigma^2=P_\sigma$; $N$ is the number of electrons. This is the same for every determinant with $N$ electrons, so the determinant of lowest energy does not change. At self-consistency $F$ does not mix occupied and empty orbitals, hence it commutes with $P$, and adding $-a\xi P$ moves the levels without altering the orbitals. The relaxed gap also widens by $a\xi$, provided the same orbitals remain occupied.

## Part (e)

**Question.** For a neutral molecule small compared with $L$, find the leading exchange error in the gap that remains after correction, relative to the isolated molecule. Hold the orbitals, $J$ and $v_{\rm sl}$ at their isolated values.

**Answer.** By part (b), the corrected kernel exceeds $1/r$ by $2\pi r^2/(3\Omega)$ to leading order. For a diagonal element of $K$ this gives

$$\delta K_{pp}=\frac{2\pi}{3\Omega}\sum_j^{\rm occ}\iint\rho_{jp}(\mathbf r)\,|\mathbf r-\mathbf r'|^2\rho_{jp}(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad \rho_{jp}=\varphi_j\varphi_p .$$

Expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\,\mathbf r\cdot\mathbf r'$. The first two terms each give the charge $\delta_{jp}$ times $\int r^2\rho_{jp}\,d\mathbf r$. The last gives $-2|\mathbf r_{jp}|^2$, with $\mathbf r_{jp}=\int\varphi_j\mathbf r\varphi_p\,d\mathbf r$. For the highest occupied orbital $H$ and the lowest empty orbital $U$,

$$\delta K_{HH}=\frac{4\pi}{3\Omega}\Big[\langle r^2\rangle_H-\sum_j^{\rm occ}|\mathbf r_{jH}|^2\Big],\qquad \delta K_{UU}=-\frac{4\pi}{3\Omega}\sum_j^{\rm occ}|\mathbf r_{jU}|^2 .$$

Since $\delta\varepsilon_p=-a\,\delta K_{pp}$ to first order, the gap error is

$$\delta E_{\rm gap}=a\frac{4\pi}{3\Omega}\Big[\langle r^2\rangle_H-\sum_j^{\rm occ}|\mathbf r_{jH}|^2+\sum_j^{\rm occ}|\mathbf r_{jU}|^2\Big].$$

By completeness $\langle r^2\rangle_H=\sum_m|\mathbf r_{mH}|^2$ over all orbitals $m$, so the first two terms leave a sum of squares over the empty ones. The error is therefore not negative: at this order the corrected gap lies at or above the isolated gap. It falls as $L^{-3}$, against $L^{-1}$ for the error that was removed. The moments assume compact orbitals and cannot be used as they stand for the extended Bloch states of a crystal.

## Part (f)

**Question.** A silane molecule, SiH$_4$, lies at the centre of the 20 bohr cell (1.058 nm), with a chosen Si–H length of 0.148 nm. PBE0 with a LANL2DZ core potential and basis on Si and 6-31G on H gives an isolated gap of 11.841 eV. With these orbitals fixed, periodic exchange without $\mathbf G=0$ raises $H$ by 0.9488 eV and $U$ by 0.0075 eV. The moment terms are 4.660 bohr$^2$ for $H$ and 2.229 bohr$^2$ for $U$. Find the gap before and after correction, compare with part (e), and judge the neglected effects.

**Answer.** Before correction the gap error is $0.0075-0.9488=-0.9413$ eV, and the gap is 10.900 eV. Adding 0.9651 eV gives 11.865 eV, which is 0.0238 eV above the isolated value. Nearly all the original error sits in the occupied level, as the charge argument requires.

Part (e) predicts

$$\delta E_{\rm gap}=0.25\times\frac{4\pi}{3\times20^3}\times(4.660+2.229)\ \text{hartree}=0.0245\ \text{eV},$$

within about 3% of the computed remainder. In a 24 bohr cell the correction is 0.8042 eV and the remainder 0.0138 eV. The periodic values come from a real-space grid and are uncertain by about 0.0001 eV. With analytic Gaussian integrals this remainder is 0.0139 eV, so the mismatch with part (e) falls from 3% to 2% as the cell grows. The $L^{-3}$ law predicts $0.0245\times(20/24)^3=0.0142$ eV.

Diagonalizing the Fock matrix in the basis of the fixed orbitals, with and without the correction, also gives a widening of 0.9651 eV. To test part (d), the isolated-molecule Fock operator with $-a\xi P$ added was iterated from an atomic starting guess. The gap widened by 0.9651 eV, and no density-matrix element changed by more than about $10^{-7}$.

Silane is a precursor for silicon deposition, and the chosen bond length is close to that of the real molecule. Periodic images in the Hartree potential change this gap by less than 0.001 eV. At 300 K the gap is 458 times $k_BT$, so integer occupations are sound. The gap does depend on the bond length, which varies as a real molecule vibrates: as a measure of this sensitivity, stretching all four bonds by 0.002 nm lowers the isolated gap by 0.125 eV in this basis (0.081 eV in aug-cc-pVDZ). The basis matters more: all-electron aug-cc-pVDZ gives 9.884 eV, lower by 1.957 eV. That change includes the core treatment as well as the added functions. The lowest empty orbital is not the same in the two bases. In the small basis $U$ is a triply degenerate level at 1.764 eV relative to the vacuum level. In aug-cc-pVDZ the lowest triply degenerate empty level lies at 0.639 eV, and $U$ is a nondegenerate diffuse orbital below it, at 0.031 eV. Neither the position nor the character of $U$ is converged, and neither gap is a prediction of a measured excitation energy. None of these changes alters $a\xi$, which is fixed by the cell and the functional. The remainder does depend on the basis: the aug-cc-pVDZ moments give 0.0195 eV in place of 0.0245 eV, and the diffuse $U$, with a root-mean-square radius of about 7 bohr, is no longer small compared with this cell.

For scale, a cubic 64-atom silicon supercell has a side of roughly 1.1 nm, close to the cell used here. In a Gamma-only PBE0 calculation there, the Madelung term $a\xi$ is nearly 1 eV, comparable with silicon's gap of roughly 1.1 eV. This term is not the whole finite-size error. The remainder for silicon, whose orbitals extend through the cell, has not been computed here, and the silane value should not be carried over to it.

The values of the main calculation are in the numerical output below.

## Computed results

```
Cell side: 20.0 bohr
Cell side, converted: 1.0584 nm
PBE0 exchange fraction: 0.25
Madelung number, Ewald: 2.837297
Madelung number, neutral cubes: 2.837301
Madelung constant xi: 3.8603 eV
Gap widening a*xi: 0.9651 eV
Si-H length: 0.148 nm
Occupied valence orbitals: 4  all orbitals: 16
Isolated HOMO: -10.077 eV
Isolated LUMO: 1.764 eV
Isolated gap: 11.841 eV
HOMO shift, G=0 omitted minus isolated: 0.9488 eV
LUMO shift, G=0 omitted minus isolated: 0.0075 eV
Gap, G=0 omitted: 10.900 eV
Gap, Madelung corrected: 11.865 eV
Gap error before correction: -0.9413 eV
Gap error after correction: 0.0238 eV
HOMO moment term <r2>-sum|r_jH|^2: 4.660 bohr^2
LUMO moment term sum|r_jU|^2: 2.229 bohr^2
Predicted L^-3 remainder: 0.0245 eV
Widening after diagonalization: 0.9651 eV
Widening, self-consistent: 0.9651 eV
Largest density-matrix change, self-consistent: 7.4e-08
Larger cell side: 24.0 bohr
Larger cell: a*xi: 0.8042 eV
Larger cell: gap error before correction: -0.7904 eV
Larger cell: gap error after correction: 0.0138 eV
Larger cell: predicted L^-3 remainder: 0.0142 eV
Hartree-image effect on gap: 0.00037 eV
LUMO, diffuse all-electron basis: 0.031 eV
Gap, diffuse all-electron basis: 9.884 eV
Gap change from diffuse basis: -1.957 eV
Gap change from 0.002 nm stretch: -0.125 eV
kT at 300 K: 0.0259 eV
Isolated gap divided by kT: 458
```
